**Boys function at negative argument through Dawson's function**

For $x>0$, the program tests $F_0(-x)=e^xD(\sqrt x)/\sqrt x$, where $F_0(T)=\int_0^1e^{-Tt^2}dt$ and $D(z)=e^{-z^2}\int_0^ze^{s^2}ds$. At $x=1$, $10$ and $50$ it asserts agreement between the Dawson formula, a series of positive terms and high-precision quadrature of the definition, and it also tests the differential relation for $F_0$. The scaled function $g(x)=e^{-x}F_0(-x)$ stays between 0 and 1. The output shows that the alternating power series for $g$ loses all accuracy at $x=50$, where its largest term is about $3.7\times10^{19}$. The ten-term large-$x$ series has a relative error of about $8\times10^{-12}$ at $x=50$ and $1\times10^{-5}$ at $x=10$. In double precision $e^x$ overflows above $x\approx709.78$ and $F_0(-x)$ above $x\approx717.05$; the program asserts that the logarithmic form works at $x=712$, between the two. For a Gaussian of exponent $p$ times a plane wave of wave number $k$, integrated with $1/r$, it asserts that $(2\pi/p)\,g(k^2/(4p))$ agrees with direct two-dimensional quadrature at $x=50$ and $x=800$.

## Numerical check

```python
"""Boys function F0 at negative argument.

Result under test, for x > 0:
    F0(-x) = exp(x) * D(sqrt(x)) / sqrt(x)
F0(T) = integral over t from 0 to 1 of exp(-T t^2)
D(z)  = exp(-z^2) * integral over s from 0 to z of exp(s^2)  (Dawson)
g(x)  = exp(-x) F0(-x) = D(sqrt(x))/sqrt(x), the scaled function, 0 < g < 1
Application: integral of exp(-p r^2) exp(i k.r)/r over space
             = (2 pi/p) g(k^2/(4p)), p in bohr^-2, k in bohr^-1.
"""
import math
import sys
import numpy as np
import mpmath as mp
from scipy.special import dawsn
from scipy.optimize import brentq

mp.mp.dps = 30
PANELS = [0, 0.5, 0.9, 0.99, 1]


def f0_definition(x):
    """F0(-x) by high-precision quadrature of its definition."""
    x = mp.mpf(x)
    return mp.quad(lambda t: mp.exp(x * t * t), PANELS)


def g_dawson(x):
    """Scaled function from the library Dawson function."""
    return float(dawsn(math.sqrt(x))) / math.sqrt(x)


def log_f0(x):
    return x + math.log(g_dawson(x))


def g_poisson(x, tolerance=1e-15):
    """Positive series; stops when the bound on the tail is negligible."""
    weight, total, k = math.exp(-x), 0.0, 0
    while True:
        term = weight / (2 * k + 1)
        if k + 1 > x and term / (1 - x / (k + 1)) < tolerance * total:
            return total, k
        total += term
        k += 1
        weight *= x / k


def g_alternating(x, terms=400):
    """Alternating power series in double precision, and its largest term."""
    term, total, largest = 1.0, 1.0, 1.0
    for k in range(1, terms):
        term *= -2 * x / (2 * k + 1)
        total += term
        largest = max(largest, abs(term))
    return total, largest


def g_large_x(x, terms):
    """Truncated large-x series; also the first omitted term."""
    x = mp.mpf(x)
    term, total = 1 / (2 * x), mp.mpf(0)
    for k in range(terms):
        total += term
        term *= (2 * k + 1) / (2 * x)
    return total, term


def plane_wave_integral(p, k, nodes=500, r_max=10.0):
    """Direct quadrature over radius and cosine of the polar angle."""
    u, w = np.polynomial.legendre.leggauss(nodes)
    r = 0.5 * r_max * (u + 1)
    wr = 0.5 * r_max * w
    angular = np.cos(k * np.outer(r, u)) @ w
    return 2 * math.pi * float(np.sum(wr * r * np.exp(-p * r**2) * angular))


print("All quantities are dimensionless unless a unit is given")
for x in (1.0, 10.0, 50.0):
    exact = f0_definition(x)
    g = g_dawson(x)
    f0 = math.exp(x) * g
    deviation = float(abs(f0 / exact - 1))
    assert deviation < 1e-13
    series, count = g_poisson(x)
    series_dev = float(abs(series * mp.exp(-x)**-1 / exact - 1))
    assert series_dev < 1e-13
    assert abs(log_f0(x) - float(mp.log(exact))) < 1e-12
    # differential relation exp(x) = F0(-x) + 2x dF0(-x)/dx
    h = mp.mpf(10)**-8
    slope = (f0_definition(x + h) - f0_definition(x - h)) / (2 * h)
    assert abs((exact + 2 * x * slope) / mp.exp(x) - 1) < 1e-11
    print(f"x = {x:g}: sqrt(x) = {math.sqrt(x):.10f}, exp(x) = {math.exp(x):.10e}")
    print(f"  D(sqrt x) = {float(dawsn(math.sqrt(x))):.12f}")
    print(f"  g(x) = {g:.12f}")
    print(f"  F0(-x) by Dawson formula = {f0:.11e}")
    print(f"  F0(-x) by quadrature     = {float(exact):.11e}")
    print(f"  ln F0(-x) = {log_f0(x):.10f}")
    print(f"  positive series: {count} terms, g = {series:.12f}")

# Cancellation in the alternating series
small_sum, small_largest = g_alternating(1.0)
bad_sum, bad_largest = g_alternating(50.0)
assert abs(small_sum - g_dawson(1.0)) < 1e-14
assert abs(bad_sum - g_dawson(50.0)) > 1.0
print(f"alternating series for g, x = 1: {small_sum:.12f}")
print(f"alternating series for g, x = 50: {bad_sum:.3e} (wrong)")
print(f"  its largest term in magnitude at x = 50: {bad_largest:.3e}")

# Truncated large-x series, ten terms
for x in (10.0, 50.0):
    reference = f0_definition(x) * mp.exp(-x)
    approx, omitted = g_large_x(x, 10)
    error = reference - approx
    assert abs(error) < 2 * omitted
    if x == 50.0:
        assert 1.0 < error / omitted < 1.5
    print(f"ten-term large-x series, x = {x:g}: g = {float(approx):.12f}")
    print(f"  relative error {float(abs(error) / reference):.2e}, "
          f"first omitted term / g {float(omitted / reference):.2e}")

# Overflow thresholds in double precision
log_max = math.log(sys.float_info.max)
x_limit = brentq(lambda x: log_f0(x) - log_max, 700.0, 730.0)
x_mid = 712.0
assert log_max < x_mid < x_limit
with np.errstate(over="ignore", invalid="ignore"):
    assert np.isinf(np.exp(x_mid))
    naive_product = np.exp(-800.0) * (np.exp(800.0) * g_dawson(800.0))
assert np.isnan(naive_product)
f0_mid = math.exp(log_f0(x_mid))
assert abs(f0_mid / f0_definition(x_mid) - 1) < 1e-12
print(f"exp(x) overflows above x = {log_max:.4f}")
print(f"F0(-x) overflows above x = {x_limit:.4f}")
print(f"F0(-712) through its logarithm = {f0_mid:.10e}")

# Gaussian times plane wave
p = 0.5
print(f"plane-wave integral, exponent p = {p} bohr^-2")
for k in (10.0, 40.0):
    x = k * k / (4 * p)
    formula = 2 * math.pi / p * g_dawson(x)
    direct = plane_wave_integral(p, k)
    assert abs(direct / formula - 1) < 1e-9
    print(f"  k = {k:g} bohr^-1, x = {x:g}, g(x) = {g_dawson(x):.10e}")
    print(f"    formula {formula:.10f} bohr^2, quadrature {direct:.10f} bohr^2")
print(f"exp(-x) times F0(-x) formed separately at x = 800: {naive_product}")

print("finished without a failed check")
```

Running it gives:

```
All quantities are dimensionless unless a unit is given
x = 1: sqrt(x) = 1.0000000000, exp(x) = 2.7182818285e+00
  D(sqrt x) = 0.538079506913
  g(x) = 0.538079506913
  F0(-x) by Dawson formula = 1.46265174591e+00
  F0(-x) by quadrature     = 1.46265174591e+00
  ln F0(-x) = 0.3802510526
  positive series: 17 terms, g = 0.538079506913
x = 10: sqrt(x) = 3.1622776602, exp(x) = 2.2026465795e+04
  D(sqrt x) = 0.167719557523
  g(x) = 0.053037580993
  F0(-x) by Dawson formula = 1.16823046358e+03
  F0(-x) by quadrature     = 1.16823046358e+03
  ln F0(-x) = 7.0632454586
  positive series: 44 terms, g = 0.053037580993
x = 50: sqrt(x) = 7.0710678119, exp(x) = 5.1847055286e+21
  D(sqrt x) = 0.071440140540
  g(x) = 0.010103161565
  F0(-x) by Dawson formula = 5.23819176218e+19
  F0(-x) by quadrature     = 5.23819176218e+19
  ln F0(-x) = 45.4050931221
  positive series: 116 terms, g = 0.010103161565
alternating series for g, x = 1: 0.538079506913
alternating series for g, x = 50: -3.129e+03 (wrong)
  its largest term in magnitude at x = 50: 3.669e+19
ten-term large-x series, x = 10: g = 0.053037052141
  relative error 9.97e-06, first omitted term / g 6.03e-05
ten-term large-x series, x = 50: g = 0.010103161565
  relative error 8.26e-12, first omitted term / g 6.48e-12
exp(x) overflows above x = 709.7827
F0(-x) overflows above x = 717.0503
F0(-712) through its logarithm = 1.1600231203e+306
plane-wave integral, exponent p = 0.5 bohr^-2
  k = 10 bohr^-1, x = 50, g(x) = 1.0103161565e-02
    formula 0.1269600726 bohr^2, quadrature 0.1269600726 bohr^2
  k = 40 bohr^-1, x = 800, g(x) = 6.2539135972e-04
    formula 0.0078588996 bohr^2, quadrature 0.0078588996 bohr^2
exp(-x) times F0(-x) formed separately at x = 800: nan
finished without a failed check
```
